# Van der Pauw's relation for a simply connected sheet of arbitrary shape, part 2

The task is to find the sheet resistance $R_s$, in ohms per square, of a thin conducting sheet of unknown outline. Point contacts A, B, C, D follow one another counterclockwise on its edge. Two resistances are measured: $R_1=(V_D-V_C)/I$ with current $I$ entering at A and leaving at B, and $R_2=(V_A-V_D)/I$ with $I$ entering at B and leaving at C.

The sheet has no holes. Its conduction is ohmic, local, isotropic in the plane and laterally uniform, and there is no magnetic field. The potential $V(x,y)$ obeys $\nabla^2V=0$, and the current per unit width is $\mathbf K=-\nabla V/R_s$. The current crossing a path element $(dx,dy)$ from left to right is $K_x\,dy-K_y\,dx$.

A one-to-one analytic map from the upper half-plane, with coordinate $\zeta$, to the sheet leaves contact currents and voltage differences unchanged. The contacts correspond to real points $a<b<c<d$, and

$$e^{-\pi R_1/R_s}=\frac{(d-a)(c-b)}{(c-a)(d-b)}, \tag{3}$$

$$e^{-\pi R_2/R_s}=\frac{(b-a)(d-c)}{(c-a)(d-b)}. \tag{4}$$

Adding these gives the relation that determines $R_s$ uniquely:

$$e^{-\pi R_1/R_s}+e^{-\pi R_2/R_s}=1. \tag{5}$$

For computation, define

$$\bar R=\frac{R_1+R_2}{2},\qquad \delta=\frac{R_1-R_2}{R_1+R_2},\qquad u=\frac{\pi\bar R}{R_s},$$

and the correction factor $f=\ln2/u$, so that $R_s=(\pi/\ln2)\,\bar R f$. Then

$$u=\ln2+\ln\cosh(u\delta), \tag{7}$$

which is solved by repeatedly inserting the latest $u$ on the right. For small $\delta$,

$$u\approx\ln2\left(1+\frac{\ln2}{2}\delta^2\right),\qquad f\approx1-\frac{\ln2}{2}\,\delta^2 . \tag{8}$$

With $e_i=e^{-\pi R_i/R_s}$, small changes in the readings carry into $R_s$ with weights $w_i$:

$$\frac{dR_s}{R_s}=w_1\frac{dR_1}{R_1}+w_2\frac{dR_2}{R_2},\qquad w_i=\frac{R_ie_i}{R_1e_1+R_2e_2}. \tag{9}$$

### (g) Allow uniform anisotropy

*Let the sheet resistances along the principal axes $x$ and $y$ be $R_x$ and $R_y$. What does the relation then return?*

**Solution.** Charge conservation now reads $V_{xx}/R_x+V_{yy}/R_y=0$, where subscripts on $V$ denote derivatives. Stretch the coordinates:

$$X=\lambda x,\qquad Y=y/\lambda,\qquad \lambda=(R_x/R_y)^{1/4}.$$

Then $V_{xx}=\lambda^2V_{XX}$ and $V_{yy}=V_{YY}/\lambda^2$. Since $\lambda^2/R_x=1/(\lambda^2R_y)=1/\sqrt{R_xR_y}$, the equation becomes $(V_{XX}+V_{YY})/\sqrt{R_xR_y}=0$.

The current through a path element must also be followed:

$$K_x\,dy-K_y\,dx=-\frac{\lambda V_X\,\lambda\,dY}{R_x}+\frac{V_Y\,dX}{\lambda^2R_y}
=-\frac{V_X\,dY-V_Y\,dX}{\sqrt{R_xR_y}} .$$

This is the current in an isotropic sheet of resistance $\sqrt{R_xR_y}$. Stretching creates no holes and keeps the contacts on the edge in order. The relation therefore survives, and its solution is

$$R_s=\sqrt{R_xR_y}. \tag{10}$$

### (h) Work through an irregular aluminium film

*An aluminium film is 100 nm thick with resistivity 3.50 µΩ·cm. Its outline is the image of the unit circle $|w|=1$ under*

$$z=z_0\,(w+c_2w^2+c_3w^3),\qquad z_0=5.0\ \text{mm},$$

*with $c_2=0.1393+0.1435i$ and $c_3=0.0363-0.0713i$. The contacts lie at circle angles 22.5°, 97.5°, 202.5° and 285°. Predict the two resistances, then recover $R_s$ from independently computed readings.*

**Solution.** The sheet resistance put in is

$$R_s=\frac{3.50\times10^{-8}\ \Omega\,\text{m}}{100\times10^{-9}\ \text{m}}=0.350\ \Omega/\text{sq}.$$

The map must not fold the sheet. For two different points of the disc,

$$\frac{z_1-z_2}{z_0(w_1-w_2)}=1+c_2(w_1+w_2)+c_3(w_1^2+w_1w_2+w_2^2).$$

The magnitude of the right side is at least $1-2|c_2|-3|c_3|=1-0.64>0$. Different points thus have different images. The sheet measures 10.92 mm by 10.48 mm.

The ratios (3) and (4) can be evaluated on the circle. The map $w=(\zeta-i)/(\zeta+i)$ takes the half-plane to the disc, and

$$w_1-w_2=\frac{(\zeta_1-i)(\zeta_2+i)-(\zeta_2-i)(\zeta_1+i)}{(\zeta_1+i)(\zeta_2+i)}=\frac{2i(\zeta_1-\zeta_2)}{(\zeta_1+i)(\zeta_2+i)} .$$

In each ratio every contact appears once above and once below, so the extra factors cancel. Distances may be replaced by chords of the circle, and a chord spanning angle $\varphi$ has length $2\sin(\varphi/2)$. The common factors of 2 cancel too:

$$e_1=\frac{\sin48.75^\circ\,\sin52.5^\circ}{\sin90^\circ\,\sin93.75^\circ}=0.5978,\qquad
e_2=\frac{\sin37.5^\circ\,\sin41.25^\circ}{\sin90^\circ\,\sin93.75^\circ}=0.4022 .$$

Hence $R_i=-(R_s/\pi)\ln e_i$ gives $R_1=57.33$ mΩ and $R_2=101.46$ mΩ.

The readings come from a finite-element solution of the conduction problem in the irregular outline. Its mesh is a plain radial scaling of the edge and does not use the map inside the sheet. It gives $R_1=57.330$ mΩ and $R_2=101.453$ mΩ. The largest relative difference from the map's prediction is 0.0053 %. It was 0.0211 % with twice the mesh spacing, a fourfold reduction, as expected for a second-order mesh error.

Now forget the outline and use the readings alone:

$$\bar R=\frac{57.330+101.453}{2}=79.39\ \text{m}\Omega,\qquad \delta=\frac{57.330-101.453}{158.783}=-0.2779 .$$

Starting from $u=\ln2=0.6931$, iteration of (7) gives 0.7116, 0.7126 and then no change in four digits. Thus $f=0.6931/0.7126=0.9727$, and

$$R_s=\frac{\pi\times79.39\ \text{m}\Omega}{0.7126}=0.350\ \Omega/\text{sq}.$$

Multiplication by the thickness returns 3.50 µΩ·cm. The approximation (8) gives $f=0.9732$, which is 0.06 % too high even at this asymmetry. The weights in (9) are 0.456 for $R_1$ and 0.544 for $R_2$.

The same outline also provides a test of (10). With $R_x=R_s/2$ and $R_y=2R_s$, the readings change to about 12.4 mΩ and 251 mΩ. Relation (5) still returns 0.350 Ω/sq, the geometric mean. The arithmetic mean of the principal values would be 0.4375 Ω/sq.

### (i) Break the geometric assumptions

*How far do a small hole, displaced contacts, wide contacts and uneven thickness move the result?*

**Solution.** Each shift below is relative to the point-contact result for the unbroken, uniform sheet on the same mesh. One condition is changed at a time.

A hole shaped like the outline, at one tenth of its linear size and centred on $z=0$, removes 1 % of the area. The apparent $R_s$ rises by 6.24 % on this mesh; the converged value is about 6.26 %. At the true $R_s$ the sum in (5) is 0.959 instead of 1.

The size of this effect can be estimated from a unit disc with a concentric round hole of radius $h$. For a source at edge angle $\varphi_s$ and a sink at $\varphi_k$, the current entering per unit angle is

$$\frac I\pi\sum_{n\ge1}\left[\cos n(\theta-\varphi_s)-\cos n(\theta-\varphi_k)\right].$$

At the outer edge this equals $\partial_rV/R_s$. The radial functions $r^n+h^{2n}r^{-n}$ have zero slope at $r=h$, as the insulating hole requires. At $r=1$ the ratio of value to slope is

$$\frac{1+h^{2n}}{n(1-h^{2n})}=\frac1n+\frac{2h^{2n}}{n(1-h^{2n})} .$$

The second term is due to the hole. For small $h$ its largest part is $2h^2$, from $n=1$. Writing $\varphi_{PQ}$ for the angle between contacts P and Q,

$$\Delta R_1\approx\frac{2h^2R_s}{\pi}\left(\cos\varphi_{DA}-\cos\varphi_{DB}-\cos\varphi_{CA}+\cos\varphi_{CB}\right),$$

$$\Delta R_2\approx\frac{2h^2R_s}{\pi}\left(\cos\varphi_{AB}-\cos\varphi_{AC}-\cos\varphi_{DB}+\cos\varphi_{DC}\right).$$

With $h=0.1$ and the example's angles, the brackets are 1.60 and 2.38. The changes are 3.6 mΩ and 5.3 mΩ, or 6.2 % and 5.2 % of the readings. Weighting them by (9) gives a rise of 5.7 %. Carried to the disc, the example's hole is nearly centred but about 9 % larger in area than a circle with $h=0.1$. A centred circle of that area gives 6.2 %, so the area accounts for most of the difference. The estimate shows why 1 % of missing area matters so much: the hole's contribution $2h^2$ is multiplied by $R_s/\pi$ and a bracket of order 2, while the readings themselves are only a fraction of $R_s$.

The other geometric faults have these effects:

- Moving all four contacts inward by 10 % of their distance from $z=0$, on average 0.51 mm, shifts $R_s$ by −0.74 %.
- Replacing the points by equipotential edge contacts 1.0 mm long shifts it by about −0.4 %. The mesh value is −0.38 %, with an error of about 0.03 percentage points from the limited resolution of the contacts.
- A conductance that varies linearly along $x$, by 3 % per 5 mm, shifts it by −0.07 % relative to the value at $x=0$. The result is then a single average for a sheet whose local value varies by several percent. The shift is small because a linear variation nearly cancels about the centre. A conductance that instead grows by 3 % per 5 mm of distance from $z=0$ shifts the result by about −1.4 % relative to the central value.

### (j) Estimate other errors in a real measurement

*Size the effects of current and material for a test current of 10 mA, and say what the result means for a real film.*

**Solution.** The voltages are $IR_1=0.573$ mV and $IR_2=1.015$ mV. Suppose the film and its leads differ in Seebeck coefficient by roughly 4 µV/K, and the voltage junctions differ by 0.1 K. The offset is 0.4 µV, or 0.07 % of the smaller voltage. Taking half the difference of readings with opposite currents removes an offset that stays constant between them.

With the 1 mm contacts, the film resistance between A and B is about 0.70 Ω (the mesh value, 0.708 Ω, is about 1 % high), and the power is $I^2R\approx70$ µW. For a heating estimate, put all of it into one isothermal disc of radius $r_c=0.5$ mm on a deep glass substrate of conductivity $k\approx1$ W/(m K). Heat flow obeys the same equation as electrostatics. A conducting disc has capacitance $8\epsilon_0r_c$ counting both sides, so one side conducts heat as $4kr_c$. The rise is

$$\Delta T\approx\frac{70\times10^{-6}\ \text{W}}{4\times1\times0.5\times10^{-3}\ \text{W/K}}\approx35\ \text{mK}.$$

With a rough temperature coefficient of 0.004 per kelvin, the resistance changes by about 0.014 %. Heat from contact resistance is not included. The mean current density at a contact is $1.0\times10^4$ A/cm², and it is higher at the contact's ends.

Ohm's law must also be local. In the free-electron model $\rho=m/(ne^2\tau)$, and the mean free path is $\ell=(\hbar k_F/m)\tau$. Eliminating $\tau$ gives

$$\ell=\frac{\hbar k_F}{\rho ne^2},\qquad k_F=(3\pi^2n)^{1/3}.$$

For $n\approx1.8\times10^{23}$ cm⁻³ this is about 11 nm, far below every lateral distance. It is also about 11 % of the thickness, so scattering at the faces can contribute to the film's resistivity. The relation is unaffected, but it returns the resistivity of this film, not that of bulk aluminium.

The chosen values are rough but typical of a thin aluminium film. The resistivity lies somewhat above the bulk room-temperature value of roughly 2.7 µΩ·cm. Within this model, the ideal geometry recovers 0.350 Ω/sq. A real sample has contacts of finite size that may not reach the edge, and for the dimensions tried here these faults cost between about 0.4 % and 0.7 %. A millimetre-sized hole at the centre costs about 6 %; the same hole near the edge can cost much less, though close to a contact it can still cost several percent. For the sample and contact layout tried here, a central hole and the size and placing of the contacts therefore matter more than the heating and thermoelectric effects estimated above. The linear variation of conductance in part (i) does not: its shift of 0.07 % is about as small as the thermoelectric offset. A radial variation of the same slope, at about 1.4 % relative to the central value, outweighs the contact faults.

## Values computed for the example and the checks

```
film thickness: 100 nm
input resistivity: 3.50 uohm cm
input sheet resistance: 0.3500 ohm/sq
map scale: 5.0 mm
map coefficient of w^2: 0.1393+0.1435j
map coefficient of w^3: 0.0363-0.0713j
2|c2|+3|c3| (below 1: one-to-one): 0.64
sheet extent x, y: 10.92, 10.48 mm
contact angles on circle A,B,C,D: [ 22.5  97.5 202.5 285. ] deg
contact x positions: [ 5.   -1.4  -5.03  1.17] mm
contact y positions: [ 2.94  3.78 -0.94 -5.42] mm
half-plane current through arc / I: 1.000000
cross-ratio for R1, for R2: 0.59775, 0.40225
R1, R2 from map: 57.328, 101.459 mohm
R1, R2 finite elements: 57.330, 101.453 mohm
largest R error, coarse mesh: 0.0211 %
largest R error, fine mesh: 0.0053 %
asymmetry delta: -0.2779
correction factor f: 0.97266; small-delta form: 0.97324
recovered sheet resistance: 0.34999 ohm/sq
recovered resistivity: 3.4999 uohm cm
error weights of R1, R2: 0.4564, 0.5436
anisotropic (Rx:Ry = 1:4) R1, R2: 12.42, 250.54 mohm
anisotropic sheet, recovered Rs: 0.34999 ohm/sq
hole, 1/10 linear size: Rs shift +6.24 %
hole: sum of exponentials at true Rs: 0.9588
all contacts inset, mean 0.51 mm: shift -0.74 %
edge contacts 1.0 mm long: shift -0.38 %
conductance tilt 3 % per 5 mm: shift -0.072 %
test current: 10 mA
voltages for R1, R2: 0.573, 1.015 mV
A-B film resistance, wide contacts: 0.708 ohm
power in film: 70.8 uW
substrate conductivity (rough): 1.0 W/(m K)
heating estimate: 35.4 mK
temperature coefficient (rough): 0.004 1/K
resistance change by heating: 0.0142 %
Seebeck difference (rough): 4.0 uV/K
lead temperature difference: 0.1 K
thermoelectric offset: 0.40 uV
offset / R1 voltage: 0.070 %
mean current density at contact: 1.00e+04 A/cm2
electron density (rough): 1.8e+23 1/cm3
free-electron mean free path: 11.4 nm
mean free path / thickness: 0.114
thickness / contact length: 1.0e-04
```
